# The bcc lattice Green function, Watson's value and the squared logarithm

## The decision

Suppose one site of a bcc crystal has its level raised by an energy $U$. Before computing anything else, one must decide whether there is a bound level outside the band to look for. In three dimensions, when the band edge is reached only at isolated points with a quadratic dispersion, as here, a weak impurity binds nothing, and the threshold is fixed by one number: the local Green function at the band edge. A second decision concerns the band centre. The density of states diverges there. A mesh calculation with broadened levels gives a finite peak whose height depends on the broadening, so one needs the form of the divergence to judge the result. For nearest-neighbour hopping, a single closed formula settles both.

## Model and conventions

Each site carries one orbital. The site level is the zero of energy, and $t>0$ is the hopping matrix element to the eight neighbours at $\tfrac a2(\pm1,\pm1,\pm1)$. Summing the Bloch phases over the eight signs gives

$$\varepsilon(\mathbf k)=t\,(2\cos x)(2\cos y)(2\cos z)=8t\cos x\cos y\cos z,\qquad x=\tfrac{k_xa}{2},\ \text{etc.}$$

From here on, energies are in units of $8t$, so the band is $-1\le E\le1$. The cube $-\pi\le x,y,z\le\pi$ holds exactly four Brillouin zones, so the zone average equals the average over this cube. Since the energy is even in each variable, the range can be cut to $[0,\pi]$:

$$G(E)=\frac1{\pi^3}\int_0^\pi\!\!\int_0^\pi\!\!\int_0^\pi\frac{dx\,dy\,dz}{E-\cos x\cos y\cos z}.$$

The Green function in ordinary units is $G/(8t)$. Replacing $x$ by $\pi-x$ reverses the sign of the band energy, so $G(-E)=-G(E)$.

The elliptic integral is written with the parameter $m$, the square of the modulus:

$$K(m)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-m\sin^2\varphi}}.$$

The result to be shown, for $E$ off the band, is

$$\boxed{G(E)=\frac1E\left[\frac2\pi K(m)\right]^2,\qquad m=\tfrac12\left(1-\sqrt{1-1/E^2}\right)}$$

with the principal root. The factor $1/E$ stands outside the square.

## An equation for $G$

For $|E|>1$ expand the integrand in powers of $\cos x\cos y\cos z/E$. Odd powers average to zero. The average of $\cos^{2n}x$ is the constant term of $[(e^{ix}+e^{-ix})/2]^{2n}$, which is $a_n=\binom{2n}{n}/4^n$. Hence

$$y\equiv E\,G=\sum_{n\ge0}a_n^3z^n,\qquad z=\frac1{E^2}.$$

The ratio of successive coefficients is

$$\frac{a_{n+1}}{a_n}=\frac{(2n+1)(2n+2)}{4(n+1)^2}=\frac{n+\frac12}{n+1}.$$

Let $\theta=z\,d/dz$, so that $\theta z^n=nz^n$. The cube of the ratio then says

$$\theta^3y=z(\theta+\tfrac12)^3y. \tag{1}$$

Conversely, (1) fixes each coefficient from the one before, so it has only one power-series solution with $y(0)=1$.

## An equation for $K$

The binomial series is $(1-s)^{-1/2}=\sum a_ns^n$, and the average of $\sin^{2n}\varphi$ over a quarter period is again $a_n$. Therefore

$$u\equiv\frac2\pi K(m)=\sum_{n\ge0}a_n^2m^n.$$

With $\vartheta=m\,d/dm$, the coefficient ratio gives $\vartheta^2u=m(\vartheta+\frac12)^2u$, or

$$(1-m)\vartheta^2u-m\vartheta u=\tfrac m4u.$$

Define $D=(1-m)\vartheta=m(1-m)\,d/dm$. Then

$$D^2u=(1-m)\left[(1-m)\vartheta^2u-m\vartheta u\right]=\tfrac14m(1-m)u. \tag{2}$$

## Why the square appears

Set $z=4m(1-m)$ and $r=1-2m=\sqrt{1-z}$; this is the $m$ of the boxed formula. Since $Dz=4m(1-m)(1-2m)=rz$, we have $D=r\theta$, and (2) becomes $D^2u=Qu$ with $Q=z/16$.

Now differentiate $y=u^2$ three times:

$$Dy=2u\,Du,\qquad D^2y=2(Du)^2+2Qy,$$
$$D^3y=4Qu\,Du+2(DQ)y+2Q\,Dy=4Q\,Dy+2(DQ)y.$$

The last step used $4Qu\,Du=2Q\,Dy$. Inserting $Q=z/16$ and $DQ=rz/16$,

$$D^3y=\tfrac z4r\,\theta y+\tfrac{rz}8y. \tag{3}$$

The left side also has to be written with $\theta$. From $\theta r=-z/(2r)$,

$$D^2y=r\theta(r\theta y)=(1-z)\theta^2y-\tfrac z2\theta y,$$
$$D^3y=r\left[(1-z)\theta^3y-z\theta^2y-\tfrac z2\theta^2y-\tfrac z2\theta y\right].$$

Equate this to (3), divide by $r$, and collect the terms with $z$:

$$\theta^3y=z\left(\theta^3+\tfrac32\theta^2+\tfrac34\theta+\tfrac18\right)y=z(\theta+\tfrac12)^3y.$$

This is (1). Near $z=0$, $m=z/4+\dots$ is a power series in $z$, so $u^2$ is one too, and it equals 1 at $z=0$. By uniqueness $E\,G=u^2$, which is the boxed formula for large $|E|$.

It extends to every $E$ off the band. The principal root is discontinuous only where $1-1/E^2$ is real and negative, which is on the band. Its real part is never negative, so $\mathrm{Re}\,m\le\frac12$, and $K$ is analytic there. Both sides are thus analytic off the band and agree everywhere on that region.

## Watson's value at the edge

At $E=1$ the terms $a_n^3$ are positive and fall as $(\pi n)^{-3/2}$, so the series converges and $G(1)$ is finite. The parameter is $m=\frac12$. Since $1-\frac12\sin^2\varphi=\frac12(1+\cos^2\varphi)$, put $c=\cos\varphi$ and then $s=c^4$:

$$K(\tfrac12)=\sqrt2\int_0^1\frac{dc}{\sqrt{1-c^4}}=\frac{\sqrt2}4\int_0^1s^{-3/4}(1-s)^{-1/2}ds=\frac{\sqrt2}{4}\,\frac{\Gamma(\frac14)\sqrt\pi}{\Gamma(\frac34)}.$$

With $\Gamma(\frac14)\Gamma(\frac34)=\pi\sqrt2$ this is $K(\frac12)=\Gamma(\frac14)^2/(4\sqrt\pi)=1.85407$. Hence

$$G(1)=\frac4{\pi^2}K(\tfrac12)^2=\frac{\Gamma(\frac14)^4}{4\pi^3}=(1.18034)^2=1.39320.$$

## Inside the band

Take $0<E<1$ and approach the real axis from above. Let $q=\sqrt{1-E^2}$. Because $1/(E+i0)^2=1/E^2-i0$, the root is $\sqrt{-q^2/E^2+i0}=iq/E$, and $m=\frac12(1-iq/E)$. A form with real parameters is more useful.

Using $D^2=(1-z)\theta^2-\frac z2\theta$, the equation $D^2u=\frac z{16}u$ reads

$$\theta^2u=z(\theta+\tfrac14)^2u. \tag{4}$$

Let $w=E^2=1/z$ and $\theta_w=w\,d/dw=-\theta$, and write $u=w^{1/4}v$, so that $v=u/\sqrt E$. Moving $w^{1/4}$ to the left of $\theta_w$ adds $\frac14$ to it, so (4) becomes

$$(\theta_w+\tfrac14)^2v=\frac1w\theta_w^2v .$$

This is (4) again, with $w$ in place of $z$. Its solutions are therefore $K(\mu)$ with $4\mu(1-\mu)=w$. The two roots are $\mu=\frac12(1\pm q)$, and both serve, because (2) is unchanged by $m\to1-m$. Writing $K_\pm=K\!\left(\frac12(1\pm q)\right)$,

$$\frac1{\sqrt E}K\!\left(\tfrac12-\tfrac{iq}{2E}\right)=AK_++BK_- .$$

Expand about $q=0$, where $E=1+O(q^2)$. Let $K_0$ and $K_1$ be the value and the slope $dK/dm$ at $m=\frac12$. Order $q^0$ gives $A+B=1$. Order $q$ gives $-\frac i2K_1=\frac12(A-B)K_1$, so $A-B=-i$. Thus $A=\frac{1-i}2$ and $B=\frac{1+i}2=iA$. Since $A^2=-\frac i2$,

$$G(E+i0)=\frac4{\pi^2}A^2(K_++iK_-)^2=\frac4{\pi^2}K_+K_--\frac{2i}{\pi^2}\left(K_+^2-K_-^2\right).$$

The density of states per site and spin is $\rho=-\mathrm{Im}\,G/\pi$:

$$\rho(E)=\frac2{\pi^3}\left(K_+^2-K_-^2\right). \tag{5}$$

For negative $E$, $\rho$ is even and $\mathrm{Re}\,G$ is odd.

## The band centre

As $E\to0$, $\frac12(1-q)\to E^2/4$, so $K_-\to\pi/2$. For $K_+$ we need $K(1-\delta)$ with $\delta=E^2/4$. Measure the angle from $\pi/2$ and split the integral at $\eta$ with $\sqrt\delta\ll\eta\ll1$:

$$K(1-\delta)\simeq\int_0^\eta\frac{d\psi}{\sqrt{\psi^2+\delta}}+\int_\eta^{\pi/2}\frac{d\psi}{\sin\psi}\simeq\ln\frac{2\eta}{\sqrt\delta}+\ln\frac2\eta=\ln\frac4{\sqrt\delta}.$$

The splitting point drops out, and $K_+\to\ln(8/|E|)$. Therefore

$$\rho(E)\to\frac2{\pi^3}\left[\ln^2\frac8{|E|}-\frac{\pi^2}4\right],\qquad \mathrm{Re}\,G\to\frac2\pi\,\mathrm{sgn}(E)\ln\frac8{|E|}.$$

The squared logarithm belongs to the density of states; the real part has a single logarithm that changes sign.

The origin is geometric. The surface $E=0$ consists of the planes $x=\frac\pi2$, $y=\frac\pi2$ and $z=\frac\pi2$, which meet at one point of the integration cube. With $X,Y,Z$ the distances from these planes, $|E|\simeq XYZ$ near that point. Four of the eight octants around it have a given sign of energy, and each contributes

$$\frac1{\pi^3}\int\!\!\int_{XY>|E|}\frac{dX\,dY}{XY}=\frac1{2\pi^3}\ln^2\frac1{|E|}$$

for $X,Y<1$. Four of them give the leading term $(2/\pi^3)\ln^2(1/|E|)$.

The constant 8 cannot be dropped at practical energies. Formula (5) and its central law give:

| $E$ | $\rho$ from (5) | central law |
|---|---|---|
| 0.5 | 0.3295 | 0.3367 |
| 0.1 | 1.0797 | 1.0794 |
| 0.001 | 5.0507 | 5.0507 |

At $E=0.001$ the bare term $(2/\pi^3)\ln^2(1/E)$ is 3.078, only 61% of the density. The full central law is 2% high even at $E=0.5$, though it fails near the edge, where $\rho$ must vanish.

## The band edge

Near $q=0$, $K_\pm=K_0\pm\frac q2K_1$ to first order, so $K_+^2-K_-^2=2qK_0K_1$. The product $K_0K_1$ follows from a conserved quantity. In terms of $q$, with $m=\frac12(1+q)$, $D=\frac12(1-q^2)\,d/dq$. Both $K_+$ and $K_-$ obey (2), so

$$D\left(K_-DK_+-K_+DK_-\right)=K_-D^2K_+-K_+D^2K_-=0.$$

As $q\to1$, $K_+\simeq-\frac12\ln(1-q)+\text{const}$ gives $DK_+\to\frac12$, while $K_-\to\frac\pi2$ and $K_+DK_-\to0$. The constant is $\pi/4$. At $q=0$ the same bracket is $\frac12K_0K_1$, so $K_0K_1=\pi/2$, and

$$\rho\simeq\frac2{\pi^2}\sqrt{1-E^2}.$$

An effective-mass count agrees. Near a band maximum $E\simeq1-\kappa^2/2$, with $\kappa$ the distance in $(x,y,z)$. The cube $[0,\pi]^3$ has four such corners, each with an eighth of a sphere. The number of states above $E$ is thus $\frac1{\pi^3}\cdot\frac12\cdot\frac{4\pi}3\kappa^3$. Its derivative with respect to $1-E=\kappa^2/2$ is $\frac2{\pi^2}\kappa$, and $\kappa\simeq\sqrt{1-E^2}$ near the edge.

Just above the band, $m=\frac12(1-r)$ with $r\simeq\sqrt{2(E-1)}$. Then $K^2\simeq K_0^2-rK_0K_1=K_0^2-\frac\pi2r$, and

$$G(1)-G(E)\simeq\frac{2\sqrt2}\pi\sqrt{E-1}. \tag{6}$$

## Example: does the impurity bind?

Take round model values $t=0.1$ eV, hence $8t=0.8$ eV, and an impurity with $U=0.8$ eV, which is $U=1$ in units of $8t$. Repeated scattering at the impurity site gives

$$G_{\rm imp}=G+GUG+\dots=\frac G{1-UG},$$

so a bound level satisfies $UG(E)=1$. Above the band $G$ falls steadily from $1.3932$ to zero, because $dG/dE$ is minus the average of a positive square. There is one level if $U$ exceeds

$$U_c=\frac{8t}{G(1)}=\frac{0.8\ \text{eV}}{1.3932}=0.574\ \text{eV},$$

and none above the band otherwise. The chosen impurity binds. Solving $G(E)=1$ numerically gives $E_b=1.15269$, or $0.922$ eV, which is $0.122$ eV above the edge.

Near the pole $1-UG\simeq-UG'(E_b)(E-E_b)$. The residue of $G_{\rm imp}$, which is the probability of finding the electron on the impurity site, is $G/(-UG')=G^2/(-G')=0.775$.

A Lanczos calculation in real space, started on the impurity site and carried through 24 steps, does not use $G$. It gives the same level, 1.15269, and the same weight, 0.775. With $U=0.6$, below the threshold of 0.718, its highest level after 24 steps is 0.993, inside the band. This is not a separate level of the crystal: it creeps towards the band edge as steps are added, reaching 0.998 after 48. With $U=0.85$ the highest level is 1.048, outside the band. For that last case (6) predicts $E-1=[(1.3932-1.1765)/0.9003]^2=0.058$ instead of 0.048, so the edge law is already 20% off.

## What the model leaves out

**Temperature.** At 300 K, $k_BT=0.0259$ eV. With the chemical potential at the centre, averaging $\rho$ with minus the energy derivative of the Fermi function gives $1.976/(8t)=2.47$ states per eV, site and spin. The divergence becomes a finite peak.

**Second neighbours.** In a bcc crystal they are farther than the first by a factor $2/\sqrt3$, only 15%. A hopping $t_2$ to them adds $\frac{t_2}{4t}(\cos2x+\cos2y+\cos2z)$ to $E$. Take $t_2=0.1t$, with $t$ and $U$ held fixed. Zone sums and the same Lanczos method then give:

| Quantity | $t_2=0$ | $t_2=0.1t$ |
|---|---|---|
| upper edge (eV) | 0.800 | 0.860 |
| threshold $U_c$ (eV) | 0.574 | 0.626 |
| level above edge (eV) | 0.122 | 0.081 |
| weight on impurity site | 0.775 | 0.702 |

The threshold rises by 9%, but the distance of the level from the edge falls by a third. The direction of these shifts depends on the sign of $t_2$. The sign of $t$ can be removed by reversing the orbitals on one sublattice, but that of $t_2$ cannot, and for s-like orbitals it is negative. With $t_2=-0.1t$ the upper edge is 0.740 eV, the threshold falls by 9% to 0.522 eV, the level lies 0.168 eV above the edge with weight 0.827, and the thermal peak moves by the same amount as described next, but to positive $E$. Return to $t_2=+0.1t$. The peak at 300 K is hardly lowered, from 1.976 to 1.952, and moves to $E=-0.05$. For comparison, on the line $x=y=\frac\pi2$, where two of the former zero-energy planes cross, the energy now runs from $-0.075$ to $-0.025$. The new peak position lies in this range, though this does not derive its exact value. These numbers do not settle the shape of the peak at zero temperature.

**Real bcc metals.** The parameters describe no particular metal. The total width of 1.6 eV is narrow beside the several eV typical of metallic bands. In bcc transition metals the states near the Fermi level come mainly from five d orbitals. Cubic symmetry makes the d block of the local Green function diagonal, but with two different functions: one for the $xy$, $yz$, $zx$ orbitals and one for the other two. An impurity that only shifts the d levels and keeps this symmetry has a condition of the form $UG=1$ for each type, with its own $U$ and $G$, and neither $G$ is the one computed here. Nor need $t_2/t$ be as small as 0.1. Electron interactions are also absent, and a large density of states at the Fermi level enhances their effect in mean-field theory. The closed formula is a reference for this one-orbital model; the 9% shift above, up or down with the sign of $t_2$, measures one correction, not the total error for a metal.
